# Binomial solubility transition of a polymer with a critical ionized fraction

## Definitions and conventions

A polymer chain carries $N$ sites that can lose a proton in an aqueous base developer. The number ionized is $n$. The chain is called soluble when $n$ exceeds a critical number $n_c$. Since $n$ is an integer, this means

$$n\ge m,\qquad m=n_c+1,\qquad f=\frac mN,\qquad 0<f<1 .$$

In a positive resist some sites are blocked by a protecting group. Let $x$ be the probability that a site is unblocked and $\alpha$ the probability that an unblocked site is ionized. For independent sites in equilibrium with the developer, the ratio of ionized to neutral unblocked sites is $10^{\mathrm{pH}-\mathrm{p}K_a}$, so

$$\alpha=\frac{1}{1+10^{\,\mathrm{p}K_a-\mathrm{pH}}},\qquad p=\alpha x .$$

Here $p$ is the probability that any given site is both unblocked and ionized. If both events are independent from site to site, $n$ is binomial and the soluble probability is

$$S(p)=\sum_{k=m}^{N}\binom Nk p^k(1-p)^{N-k}. \tag{1}$$

$S$ is the probability that one chain is soluble, or the soluble fraction of many equivalent chains. It is not a dissolution rate, which also depends on transport and on neighbouring chains.

The square-root law concerns a series of chains in which **the critical fraction $f$ is held fixed**. The width of $S$ in $p$ then falls as $N^{-1/2}$ and its midpoint slope grows as $N^{1/2}$. If the critical number $m$ is held fixed instead, the behaviour is different, as shown below.

## The exact transition

Differentiate one term of (1):

$$\frac{d}{dp}\binom Nk p^k(1-p)^{N-k}
=k\binom Nk p^{k-1}(1-p)^{N-k}-(N-k)\binom Nk p^k(1-p)^{N-k-1}.$$

Use $k\binom Nk=N\binom{N-1}{k-1}$ and $(N-k)\binom Nk=N\binom{N-1}{k}$. With $b_k=\binom{N-1}{k}p^k(1-p)^{N-1-k}$, the derivative is $N(b_{k-1}-b_k)$. Summed from $k=m$ to $N$, all intermediate terms cancel, and $b_N=0$. Hence

$$S'(p)=N b_{m-1}=m\binom Nm p^{m-1}(1-p)^{N-m}. \tag{2}$$

This is a probability density for a chain threshold $p^*$. To see why, assign each site an independent number $u_i$, uniform between 0 and 1, and count the site as ionized when $u_i<p$. This reproduces the binomial count at every $p$. The chain becomes soluble when $p$ passes the $m$-th smallest $u_i$, which is $p^*$. The $u_i$ are a device for counting, not a physical difference between sites.

The moments follow from $\int_0^1p^{a-1}(1-p)^{b-1}dp=(a-1)!(b-1)!/(a+b-1)!$:

$$\langle p^*\rangle=\frac{m}{N+1},\qquad
\langle p^{*2}\rangle=\frac{m(m+1)}{(N+1)(N+2)} .$$

Subtracting the squared mean gives

$$\sigma_p^2=\frac{m\,[(m+1)(N+1)-m(N+2)]}{(N+1)^2(N+2)}
=\frac{m(N+1-m)}{(N+1)^2(N+2)}. \tag{3}$$

At fixed $f$ and large $N$, $\sigma_p\to\sqrt{f(1-f)/N}$.

## Midpoint slope and limiting curve

At $p=f$, the factor $m/f$ equals $N$, so (2) becomes

$$S'(f)=N\binom Nm f^m(1-f)^{N-m}.$$

Insert Stirling's formula, $\ln k!=k\ln k-k+\tfrac12\ln(2\pi k)+1/(12k)+\dots$, for the three factorials. The leading terms of $\ln\binom Nm$ are $-m\ln f-(N-m)\ln(1-f)$, which cancel the powers of $f$ and $1-f$. The square-root terms give $\sqrt{N/[2\pi m(N-m)]}$, with $m(N-m)=N^2f(1-f)$. Therefore

$$S'(f)=\sqrt{\frac{N}{2\pi f(1-f)}}
\left[1+\frac{1}{12N}\left(1-\frac1{f(1-f)}\right)+\dots\right]. \tag{4}$$

For the whole curve, set $\sigma=\sqrt{f(1-f)/N}$ and $p=f+\sigma z$. From (2),

$$\ln\frac{S'(p)}{S'(f)}=N\left[f\ln\!\left(1+\frac{\sigma z}{f}\right)+(1-f)\ln\!\left(1-\frac{\sigma z}{1-f}\right)\right]-\ln\!\left(1+\frac{\sigma z}{f}\right).$$

In the bracket the linear terms cancel. The quadratic terms give $-\tfrac12N\sigma^2z^2[1/f+1/(1-f)]=-z^2/2$. The cubic term, together with the last logarithm, leaves a correction of order $\sigma$:

$$\sigma S'(p)\simeq\varphi(z)\left[1+\sigma\left(\frac{1-2f}{3f(1-f)}z^3-\frac zf\right)\right],\qquad \varphi(z)=\frac{e^{-z^2/2}}{\sqrt{2\pi}} .$$

The density in $z$ thus tends to $\varphi$ at each $z$. Both densities have unit area, so the area between them is twice the area where $\varphi$ is the larger. That part is bounded by $\varphi$ itself and tends to zero. Hence $S$ tends to the normal distribution function $\Phi(z)$. Integrating the correction with $\int_{-\infty}^z t\varphi\,dt=-\varphi$ and $\int_{-\infty}^z t^3\varphi\,dt=-(z^2+2)\varphi$ gives

$$S\simeq\Phi(z)+\sigma\varphi(z)\left[\frac1f-\frac{(1-2f)(z^2+2)}{3f(1-f)}\right]. \tag{5}$$

The correction is even in $z$. To this order it moves the 10 % and 90 % points by the same amount and drops out of their separation, which is

$$\Delta p_{10\text{–}90}\simeq2.563\sqrt{\frac{f(1-f)}N}. \tag{6}$$

For $f=0.75$ the sums give:

| $N$ | 10–90 width in $p$ | width $\times\sqrt N$ | largest $\lvert S-\Phi\rvert$ |
|---:|---:|---:|---:|
| 60 | 0.1436 | 1.112 | 0.069 |
| 240 | 0.0717 | 1.111 | 0.035 |
| 960 | 0.0358 | 1.110 | 0.017 |

The limit of the third column is 1.110. At $N=60$ and $z=0$, (5) predicts a deviation of $0.0559\times0.399\times3.11=0.069$, in agreement with the last column. The width is therefore much closer to its limit than the curve itself.

These results need $Nf(1-f)\gg1$. If every site must be ionized, $m=N$, then $S=p^N$, and the width falls as $1/N$ instead. If $fN$ is not an integer, $m$ must be rounded, which moves the midpoint by up to about $1/N$.

## Leakage below threshold

The normal curve should not be used far from the midpoint. For $p<f$ and any $\theta>0$, a soluble chain has $e^{\theta(n-m)}\ge1$. Averaging this factor over all chains gives

$$S\le e^{-\theta m}(1-p+pe^\theta)^N .$$

The right side is smallest when $pe^\theta/(1-p+pe^\theta)=f$, or $e^\theta=f(1-p)/[p(1-f)]$. This exceeds one because $p<f$. Then $1-p+pe^\theta=(1-p)/(1-f)$, and

$$S\le\exp\left\{-N\left[f\ln\frac fp+(1-f)\ln\frac{1-f}{1-p}\right]\right\}. \tag{7}$$

At fixed $p$ and $f$, leakage is thus bounded by an exponential in $N$, although the transition width shrinks only as a square root.

## Transition in pH, and the fixed-number case

Take a fully unblocked chain, $x=1$, so that $p=\alpha$. Its threshold pH is

$$\mathrm{pH}^*=\mathrm{p}K_a+\frac{L}{\ln10},\qquad L=\ln\frac{p^*}{1-p^*}.$$

With density (2), the average of $e^{tL}$ is a ratio of beta integrals with exponents shifted by $\pm t$:

$$\langle e^{tL}\rangle=\frac{\Gamma(m+t)\,\Gamma(N+1-m-t)}{\Gamma(m)\,\Gamma(N+1-m)} .$$

The second derivative of its logarithm at $t=0$ is the variance of $L$. With $\psi_1(q)=d^2\ln\Gamma(q)/dq^2=\sum_{j\ge0}(q+j)^{-2}$,

$$\sigma_{\mathrm{pH}}^2=\frac{\psi_1(m)+\psi_1(N+1-m)}{(\ln10)^2}. \tag{8}$$

For large arguments $\psi_1(q)\simeq1/q$. At fixed $f$ the sum becomes $1/(Nf)+1/[N(1-f)]=1/[Nf(1-f)]$, so

$$\sigma_{\mathrm{pH}}\simeq\frac{1}{\ln10\,\sqrt{Nf(1-f)}} .$$

At fixed $m$ the second term in (8) vanishes as $N\to\infty$, but the first remains: $\sigma_{\mathrm{pH}}\to\sqrt{\psi_1(m)}/\ln10$. In $p$, the transition then sits near $m/N$ with width near $\sqrt m/N$. Its absolute width shrinks, but its width relative to the midpoint stays near $1/\sqrt m$.

Starting from $N=60$, $m=45$, where $\sigma_{\mathrm{pH}}=0.128$, lengthen the chain to $N=960$. At fixed fraction, $m=720$, the width falls to 0.032, a factor of four for a sixteenfold length. At fixed number, $m=45$, it falls to 0.067, already near its floor of 0.065. An implementation must therefore specify how the solubility criterion scales with length.

## From dose to position

Let a fraction $b_0$ of sites be blocked before exposure, and let dose $E$ remove blocks with a single exponential scale $E_s$. At fixed bake and developer conditions,

$$x=1-b_0e^{-E/E_s},\qquad E(p)=E_s\ln\frac{b_0}{1-p/\alpha}. \tag{9}$$

The inverse applies for $\alpha(1-b_0)\le p<\alpha$. Differentiation gives

$$\frac{dp}{d\ln E}=\alpha b_0\frac{E}{E_s}e^{-E/E_s}=(\alpha-p)\frac E{E_s},\qquad
\sigma_{\ln E}\simeq\frac{\sigma_p}{dp/d\ln E}. \tag{10}$$

The last relation is linear and needs a narrow transition.

Consider a chain with $N=60$, $m=45$, $f=0.75$, in a 0.26 mol/L base developer. Its ideal pH is $14+\log_{10}0.26=13.415$. With an effective film $\mathrm{p}K_a$ of 12.5,

$$\alpha=\frac1{1+10^{-0.915}}=0.892,\qquad x(p=f)=\frac{0.75}{0.8916}=0.841 .$$

Take $b_0=0.4$ and $E_s=30$ mJ/cm². The dose at $p=f$ is

$$E_f=30\ln\frac{0.4}{1-0.8412}=27.7\ \text{mJ/cm}^2,$$

and $dp/d\ln E=(0.8916-0.75)\times27.72/30=0.131$. From (3), $\sigma_p=0.0559$.

Inverting (1) and (9) without linearization gives 10, 50 and 90 % doses of 13.5, 25.7 and 43.5 mJ/cm². The median lies below $E_f$ because $S(f)>1/2$, as (5) predicts. The linear estimate of the 10–90 interval in $\ln E$ is $2.563\times0.0559/0.131=1.09$. The full inversion gives $\ln(43.45/13.51)=1.17$, so linearization is about 6 % low.

For $N=240$ at the same $f$, the three doses are 20.4, 27.2 and 35.5 mJ/cm². The dose interval has halved, from 29.9 to 15.1 mJ/cm². Unexposed chains have $p=0.8916\times0.6=0.535$. Their soluble probability is $5\times10^{-4}$ for $N=60$ and $5\times10^{-12}$ for $N=240$; the bounds from (7) are $3\times10^{-3}$ and $6\times10^{-11}$.

Now apply the image $E(y)=E_{50}[1+V\sin(2\pi y/P)]$, with pitch $P=36$ nm and contrast $V=0.9$. Its mean dose is reset to $E_{50}$ for each chain length. Around the edge at $y=0$, the position of dose $E$ is

$$y(E)=\frac P{2\pi}\arcsin\frac{E/E_{50}-1}{V}.$$

For $N=60$, the zone between 10 and 90 % solubility is $5.73\times(0.871+0.556)=8.2$ nm wide. For $N=240$ it is 3.6 nm. The ratio exceeds two partly because $E_{50}$ changes and partly because the arcsine steepens away from the edge. These widths treat each chain as a point that receives one dose. With roughly 0.5 nm² of mean-square end-to-end distance per site, the chains span about 5.5 and 11 nm, so the longer chain is larger than its own zone. If the sites of a Gaussian coil sample the image at their own positions, the $N=240$ zone widens to about 4 nm, the $N=60$ zone changes by only a few percent, and the ratio falls to about two. This zone is a range of uncertain single-chain solubility, not a prediction of line-edge roughness.

## When sites are not independent

**Blocky deprotection.** Suppose the unblocked states of sites $i$ and $j$ have correlation $\rho^{|i-j|}$, while ionization of unblocked sites remains independent. Each pair of different sites has ionization covariance $\alpha^2x(1-x)\rho^{|i-j|}$. There are $N-k$ pairs at separation $k$, and each enters the variance twice:

$$\operatorname{Var}n=Np(1-p)+2\alpha^2x(1-x)\sum_{k=1}^{N-1}(N-k)\rho^k. \tag{11}$$

For fixed $\rho<1$ the sum tends to $N\rho/(1-\rho)$ at leading order. The variance stays proportional to $N$, so the square-root law survives with a different prefactor. For $\rho=0.3$ and $N=60$, the count spread, and to leading order the width in $p$, rises by a factor of 1.21.

**Repulsion between ionized sites.** For a fully unblocked chain, write the count distribution as $P(n)=W_nz^n/\sum_kW_kz^k$. Here $z\propto10^{\mathrm{pH}}$, and $W_n$ contains the interactions. Then $dP(n)/d\ln z=P(n)(n-\langle n\rangle)$, so

$$\frac{dS}{d\,\mathrm{pH}}=\ln10\sum_{n\ge m}P(n)(n-\langle n\rangle)
\simeq\frac{\ln10\,\sigma_n}{\sqrt{2\pi}} . \tag{12}$$

The last form holds for a nearly normal distribution at its midpoint. Since $d\langle n\rangle/d\ln z=\sigma_n^2$, the slope in mean ionized fraction is instead about $N/(\sqrt{2\pi}\,\sigma_n)$. A narrower count distribution thus gives a less steep transition in pH but a steeper one in mean ionized fraction.

To size the effect, take neighbours 0.5 nm apart in water at 298 K. With a Bjerrum length of 0.715 nm and a Debye length of 0.596 nm, the screened repulsion is $(0.715/0.5)e^{-0.5/0.596}=0.62$ $k_BT$. Keeping the mean count at 45 and including only nearest neighbours, this multiplies the pH slope of the unblocked chain by 0.90. In the partly blocked example it multiplies the count spread by 0.93. At a fixed Debye length, a lower permittivity makes the repulsion stronger; a trial value of 3 $k_BT$ changes this last factor to 0.83.

The count-spread factors describe the width in mean ionized fraction, with the activity readjusted to hold the mean count. They do not give the width in dose, because repulsion also weakens the response of the mean count to deprotection. At the fixed pH and $\mathrm{p}K_a$ of the example, repulsion also suppresses ionization. With 0.62 $k_BT$, the mean count at 27.7 mJ/cm² falls from 45 to about 39, and even a fully unblocked chain is soluble with a probability of only about 0.64. The effective $\mathrm{p}K_a$ must therefore be recalibrated when repulsion is added explicitly.

**Noise shared by the chain.** A local dose fluctuation shifts $p$ by the same $\delta$ for all sites. The chain is soluble when $p^*-\delta\le p$. For independent $p^*$ and $\delta$ the variances add:

$$\sigma_{\rm tot}^2=\sigma_p^2+s^2,\qquad s=\frac{dp/d\ln E}{\sqrt{M}}, \tag{13}$$

where $M$ is the mean number of photons absorbed in the volume that supplies acid to the chain. This assumes Poisson statistics, small fluctuations and unblocking that follows the local absorbed dose.

At 13.5 nm wavelength, 27.7 mJ/cm² is 18.8 photons/nm². With absorption 0.005 nm⁻¹ and a blur sphere of radius 5 nm, $M=18.84\times0.005\times523.6=49$. Thus $s=0.1308/\sqrt{49.3}=0.019$, and the $N=60$ width grows by only 5 % if all its sites share the same dose fluctuation. If the whole chain shared one such volume at every length, $s$ would not fall with $N$. It would equal the chain width at $N=f(1-f)/s^2\approx540$, and the sharpening would saturate beyond that length. A real chain that long does not fit in the sphere. With a mean-square end-to-end distance of roughly 0.5 nm² per site, 540 sites span about 16 nm, against a sphere diameter of 10 nm. Its sites then sample different doses and $s$ falls with $N$, so this saturation is a property of the shared-dose model, not a prediction for real long chains. The next check also belongs to that model. For $N=2000$ and $m=1500$, direct averaging over Poisson photon counts agreed with the slope implied by (13) within the 5 % tolerance of the test. If the critical fraction varies from chain to chain, independently of the $u_i$, the variance of $m/(N+1)$ adds to the average of (3) over chains.

**Spread of chain lengths.** With a gamma distribution of lengths, number mean 60 and dispersity 1.2, a fixed critical fraction widens the transition by a factor of 1.07 relative to $N=60$ when chains are counted by number. Weighted by mass, which favours the longer chains, the factor is 0.96. The midpoints of different lengths nearly coincide. With a fixed critical number of 45, chains shorter than 45 sites can never qualify, and only 69 % of chains by number, or 83 % by mass, are soluble even at $p=1$.

## Relation to a real resist

The example lies in the regime of a partly blocked poly(hydroxystyrene) resist exposed with extreme-ultraviolet light. Its parameters are rough model choices, not measurements. The effective $\mathrm{p}K_a$ of 12.5 is far above the rough value of 10 for phenol in water; it stands for a site at the edge of a low-permittivity film. This choice matters: with 10, $\alpha$ would be nearly one and (9) would give $E_f\approx14$ mJ/cm² instead of 28. The critical fraction also needs calibration.

Real films break the assumption of independent sites. Among the effects sized here for $N=60$ at fixed $f$, with the mean count held at the threshold, blocky deprotection changes the width in mean ionized fraction most, by 21 % for the assumed $\rho=0.3$. Without that recalibration, repulsion can matter more, because it shifts the midpoint. Real films also break the assumption of independent chains, through entanglement, developer penetration and removal of neighbours. That effect is outside $S(p)$ and is not sized here. $S$ is therefore at most one input to a development simulator, which also needs a rate law and a treatment of neighbouring chains. Most of the values used here are in the numerical output below.

## Computed values

```
sites N = 60, needed m = 45, fraction f = 0.75
developer base = 0.26 mol/L, ideal pH = 13.415
effective film pKa = 12.5
ionized probability alpha = 0.8916
initially blocked b0 = 0.4, dose scale Es = 30.0 mJ/cm2
unblocked fraction at p=f: 0.8412
mean threshold p* = 0.7377
sd of threshold p* = 0.05587
large-N sd = 0.05590
slope at p=f: exact 7.0937, law 7.1365
Stirling relative correction = -0.00602
N=60: 10-90 width in p 0.14356, x sqrt(N) 1.1120, max dev 0.0689
N=240: 10-90 width in p 0.07168, x sqrt(N) 1.1105, max dev 0.0346
N=960: 10-90 width in p 0.03583, x sqrt(N) 1.1100, max dev 0.0173
N=3840: 10-90 width in p 0.01791, x sqrt(N) 1.1099, max dev 0.0087
limit of width x sqrt(N) = 1.1099
pH sd, N=60 m=45: 0.1281
pH sd, N=960 m=720: 0.0323
pH sd, N=960 m=45: 0.0667
pH sd, N=infinity m=45: 0.0651
unexposed site probability = 0.5349
N=60: unexposed soluble 5.069e-04, bound 2.751e-03
N=240: unexposed soluble 5.452e-12, bound 5.725e-11
N=60: E10, E50, E90 = 13.51, 25.73, 43.45 mJ/cm2
N=240: E10, E50, E90 = 20.35, 27.21, 35.48 mJ/cm2
image pitch = 36.0 nm, contrast = 0.9
N=60: 10-90 zone at edge = 8.18 nm
N=240: 10-90 zone at edge = 3.60 nm
dose at p=f: 27.72 mJ/cm2, dp/dlnE = 0.1308
wavelength 13.5 nm, absorption 0.005 /nm
blur radius 5.0 nm, fluence 18.84 photons/nm2
absorbed photons in blur sphere = 49.3
photon-noise sd in p = 0.0186
width factor from photon noise, N=60: 1.054
N where photon noise equals chain width = 541
blocky rho = 0.3: width factor 1.214
T = 298.15 K, permittivity 78.4, spacing 0.5 nm
Bjerrum 0.715 nm, Debye 0.596 nm
neighbour repulsion in water = 0.618 kT
count sd factor at that repulsion = 0.933
count sd factor at 3 kT = 0.829
pH slope factor, unblocked chain = 0.898
dispersity 1.2, fixed f: width factor 1.067
same, fixed m: soluble at p=1 only 0.686
```
